**Mermin free energy and Hellmann-Feynman forces in a model metal ring**

With Fermi-Dirac occupations at fixed electron number and electronic temperature $T$, the Hellmann-Feynman force $F$ is minus the gradient of $A=E-TS$, so $K+E-TS$ is conserved. Here $K$ is the ionic kinetic energy, $E$ the electronic energy plus ion repulsion, and $S$ the electronic entropy. The program solves a self-consistent four-ion model and asserts that $F$ agrees with numerical derivatives of $A$, and of $E$ at frozen occupations, but not with those of $E$ at thermal occupations. It also asserts the stationarity of $A$ for a trial variation, the relation between entropy and occupation changes, the temperature derivative of $A$, and the failure of the bare force formula in a basis that moves with the ions. In the output, $F$ and $-dA/dR$ differ by at most $8.2\times10^{-12}$ hartree/bohr, whereas $F$ and $-dE/dR$ differ by up to 0.027 hartree/bohr. Two velocity-Verlet runs show the error in $K+E-TS$ falling by a factor of 4.00 when the time step is halved. With the smaller step, $K+E-TS$ departs from its initial value by at most 0.67 meV at the sampled times, and $K+E$ by 1.5 eV.

## Check in Python

```python
"""
Result under test: with Fermi-Dirac occupations at fixed electron number and
fixed electronic temperature, the Hellmann-Feynman force is -dA/dR, where
A = E - T*S is the Mermin free energy; therefore K + E - T*S is conserved.

Model (Hartree atomic units): ions of charge 1 and electrons on a ring.
K    ionic kinetic energy          E    electronic energy + ion repulsion
S    electronic entropy            kT   electronic temperature times k_B
f    occupation per spin orbital   eps  mean-field orbital energies
n    electron density              mu   chemical potential
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants
from scipy.linalg import eigh, expm
from scipy.optimize import brentq
from scipy.special import entr, expit

RING = 12.0          # circumference, bohr
SOFT = 1.0           # Coulomb softening length, bohr
LOCAL = 0.2          # strength of the local attraction
N_ELEC = 4
SPIN = 2
KT = 0.03            # hartree
MASS = 4000.0        # ionic mass, electron masses
N_GRID = 41
H_GRID = RING / N_GRID
x = H_GRID * np.arange(N_GRID)
start = np.array([0.0, 3.0, 6.0, 9.0]) + np.array([0.35, -0.25, 0.20, -0.30])


def coulomb(d):
    chord = RING / np.pi * np.sin(np.pi * d / RING)
    return 1.0 / np.sqrt(chord**2 + SOFT**2)


def coulomb_slope(d):
    return -RING / (2 * np.pi) * np.sin(2 * np.pi * d / RING) * coulomb(d)**3


wave = 2 * np.pi * np.fft.fftfreq(N_GRID, d=H_GRID)
kinetic = np.fft.ifft(0.5 * wave[:, None]**2
                      * np.fft.fft(np.eye(N_GRID), axis=0), axis=0).real
kinetic = 0.5 * (kinetic + kinetic.T)
repulsion = coulomb(x[:, None] - x[None, :])


def ion_potential(R):
    return -coulomb(x[:, None] - R[None, :]).sum(axis=1)


def mean_field(n):
    return H_GRID * repulsion @ n - 4.0 / 3.0 * LOCAL * np.cbrt(n)


def fermi(eps, kT):
    def excess(mu):
        return SPIN * expit((mu - eps) / kT).sum() - N_ELEC
    mu = brentq(excess, eps[0] - 40 * kT, eps[-1] + 40 * kT,
                xtol=1e-15, rtol=1e-14)
    return mu, expit((mu - eps) / kT)


def functional(C, f, R, kT):
    """Energy and T*S of any orbitals C and occupations f."""
    n = SPIN * (C**2) @ f / H_GRID
    E = SPIN * np.sum((kinetic @ C) * C * f)
    E += H_GRID * n @ ion_potential(R)
    E += 0.5 * H_GRID**2 * n @ repulsion @ n
    E -= LOCAL * H_GRID * np.sum(np.cbrt(n)**4)
    pairs = coulomb(R[:, None] - R[None, :])
    E += np.sum(np.triu(pairs, 1))
    TS = kT * SPIN * np.sum(entr(f) + entr(1 - f))
    return E, TS


def electron_force(n, R):
    return -H_GRID * n @ coulomb_slope(x[:, None] - R[None, :])


def solve(R, kT=KT, guess=None, frozen=None):
    """Self-consistent state; 'frozen' keeps the given occupations."""
    v = np.zeros(N_GRID) if guess is None else guess.copy()
    v_ion = ion_potential(R)
    old_v, old_r = [], []
    for _ in range(300):
        eps, C = eigh(kinetic + np.diag(v_ion + v), check_finite=False)
        mu, f = fermi(eps, kT) if frozen is None else (np.nan, frozen)
        n = SPIN * (C**2) @ f / H_GRID
        r = mean_field(n) - v
        if np.max(np.abs(r)) < 1e-10:
            break
        old_v, old_r = (old_v + [v])[-6:], (old_r + [r])[-6:]
        step = 0.5 * r
        if len(old_r) > 1:      # Anderson mixing of the potential
            dr = np.diff(np.array(old_r), axis=0).T
            dv = np.diff(np.array(old_v), axis=0).T
            step = step - (dv + 0.5 * dr) @ np.linalg.lstsq(dr, r, rcond=None)[0]
        v = v + step
    else:
        raise RuntimeError("self-consistency not reached")
    E, TS = functional(C, f, R, kT)
    force = electron_force(n, R)
    force = force - coulomb_slope(R[:, None] - R[None, :]).sum(axis=1)
    return SimpleNamespace(E=E, TS=TS, A=E - TS, F=force, f=f, eps=eps,
                           C=C, mu=mu, n=n, v=v)


def gradient(function, R, d=2e-3):
    """Five-point derivatives with respect to each ion position."""
    rows = []
    for i in range(len(R)):
        e = np.zeros(len(R))
        e[i] = d
        rows.append((8 * (function(R + e) - function(R - e))
                     - function(R + 2 * e) + function(R - 2 * e)) / (12 * d))
    return np.array(rows)


ref = solve(start)


def observables(R):
    s = solve(R, guess=ref.v)
    return np.concatenate([[s.A, s.E, s.TS], s.f])


# Force against derivatives of the separately recomputed energies
slopes = gradient(observables, start)
dA, dE, dTS, df = slopes[:, 0], slopes[:, 1], slopes[:, 2], slopes[:, 3:]
dE_frozen = gradient(
    lambda R: np.array(solve(R, guess=ref.v, frozen=ref.f).E), start)
heat_from_levels = SPIN * df @ ref.eps
error_A = np.max(np.abs(dA + ref.F))
error_E = np.max(np.abs(dE + ref.F))
error_frozen = np.max(np.abs(dE_frozen + ref.F))
error_heat = np.max(np.abs(heat_from_levels - dTS))
assert error_A < 1e-7
assert error_frozen < 1e-6
assert error_heat < 1e-6
assert error_E > 1e-3
assert abs(ref.F.sum()) < 1e-4      # grid resolves rotation of the ring

# Temperature derivative of the free energy gives the entropy
dk = 1e-4
entropy_slope = -(solve(start, KT + dk, ref.v).A
                  - solve(start, KT - dk, ref.v).A) / (2 * dk)
entropy = ref.TS / KT
assert abs(entropy_slope - entropy) < 1e-3

# Stationarity under orbital rotations plus changes of occupation
rng = np.random.default_rng(3)
rotation = np.zeros((N_GRID, N_GRID))
block = rng.normal(size=(8, 8))
rotation[:8, :8] = block - block.T
weight = ref.f * (1 - ref.f)
center = weight @ ref.eps / weight.sum()
shift = weight * (ref.eps - center) / KT     # sums to zero: N is kept


def varied(s):
    E, TS = functional(ref.C @ expm(s * rotation), ref.f + s * shift, start, KT)
    return np.array([E - TS, E])


slope_A, slope_E = (varied(1e-4) - varied(-1e-4)) / 2e-4
assert abs(slope_A) < 1e-5
assert slope_E > 1e-3
assert min(varied(1e-3)[0], varied(-1e-3)[0]) > ref.A


# Independent electrons: fixed grid basis versus functions carried by ions
def bare_electrons(R, moving):
    if moving:
        d = x[:, None] - R[None, :]
        chord2 = (RING / np.pi * np.sin(np.pi * d / RING))**2
        B = np.hstack([np.exp(-chord2 / (2 * s**2)) for s in (0.8, 1.6)])
    else:
        B = np.eye(N_GRID)
    ham = kinetic + np.diag(ion_potential(R))
    eps, c = eigh(B.T @ ham @ B, B.T @ B)
    _, f = fermi(eps, KT)
    n = SPIN * ((B @ c)**2) @ f / H_GRID
    A = SPIN * (f @ eps - KT * np.sum(entr(f) + entr(1 - f)))
    return A, electron_force(n, R)


basis_error = []
for moving in (False, True):
    dA_bare = gradient(lambda R: np.array(bare_electrons(R, moving)[0]), start)
    basis_error.append(np.max(np.abs(dA_bare + bare_electrons(start, moving)[1])))
assert basis_error[0] < 1e-7
assert basis_error[1] > 1e-3


# Molecular dynamics by velocity Verlet, ions released from rest
def dynamics(dt, steps):
    R, V, s = start.copy(), np.zeros(len(start)), ref
    rows = [[0.0, 0.0, s.E, s.TS]]
    for k in range(1, steps + 1):
        V = V + 0.5 * dt * s.F / MASS
        R = R + dt * V
        s = solve(R, guess=s.v)
        V = V + 0.5 * dt * s.F / MASS
        rows.append([k * dt, 0.5 * MASS * V @ V, s.E, s.TS])
    return np.array(rows)


DT = 16.0
STEPS = 150
coarse = dynamics(DT, STEPS)
fine = dynamics(DT / 2, 2 * STEPS)[::2]      # same instants as coarse


def deviation(series):
    return np.max(np.abs(series - series[0]))


dev_coarse = deviation(coarse[:, 1] + coarse[:, 2] - coarse[:, 3])
dev_fine = deviation(fine[:, 1] + fine[:, 2] - fine[:, 3])
dev_E_coarse = deviation(coarse[:, 1] + coarse[:, 2])
dev_E_fine = deviation(fine[:, 1] + fine[:, 2])
assert 3.0 < dev_coarse / dev_fine < 5.0
assert dev_E_fine > 20 * dev_fine
assert abs(dev_E_coarse / dev_E_fine - 1) < 0.1

hartree = constants.physical_constants["Hartree energy"][0]
time_unit = constants.physical_constants["atomic unit of time"][0]
to_meV = 1e3 * hartree / constants.e
print(f"ring {RING:.1f} bohr, softening {SOFT:.1f} bohr, grid {N_GRID} points")
print(f"ions {len(start)}, electrons {N_ELEC}, ion mass {MASS:.0f} m_e")
print(f"local attraction strength c = {LOCAL:.2f} (atomic units)")
print(f"kT = {KT:.3f} hartree, T = {KT * hartree / constants.k:.0f} K")
print("start positions (bohr):", np.round(start, 3))
for i in range(5):
    print(f"level {i + 1}: eps = {ref.eps[i]:.5f} hartree, f = {ref.f[i]:.5f}")
print(f"mu = {ref.mu:.5f} hartree")
print(f"E = {ref.E:.6f} hartree")
print(f"TS = {ref.TS:.6f} hartree")
print(f"A = E - TS = {ref.A:.6f} hartree")
print("columns: ion, F, -dA/dR, -dE/dR, T dS/dR (hartree/bohr)")
for i in range(len(start)):
    print(f"{i + 1} {ref.F[i]:.6f} {-dA[i]:.6f} {-dE[i]:.6f} {dTS[i]:.6f}")
print(f"max |F + dA/dR| = {error_A:.1e} hartree/bohr")
print(f"max |F + dE/dR| = {error_E:.6f} hartree/bohr")
print(f"same, frozen occupations = {error_frozen:.1e} hartree/bohr")
print(f"max |g sum eps df/dR - T dS/dR| = {error_heat:.1e} hartree/bohr")
print(f"S/k = {entropy:.5f}, -dA/d(kT) = {entropy_slope:.5f} (no unit)")
print(f"trial variation: slope of A = {slope_A:.1e} hartree")
print(f"trial variation: slope of E = {slope_E:.5f} hartree")
print(f"bare electrons, fixed grid: force error {basis_error[0]:.1e} hartree/bohr")
print(f"bare electrons, moving basis: force error {basis_error[1]:.5f} hartree/bohr")
print(f"run length {DT * STEPS:.0f} a.u. = {DT * STEPS * time_unit * 1e15:.1f} fs")
print(f"fine run, step {DT / 2:.0f} a.u.; columns in hartree after t:")
print("t (a.u.), K, E, TS, K+E, K+E-TS")
for t, K, E, TS in fine[::25]:
    print(f"{t:.0f} {K:.6f} {E:.6f} {TS:.6f} {K + E:.6f} {K + E - TS:.6f}")
print("largest departures from the initial value:")
print(f"K+E-TS, step {DT:.0f} a.u.: {dev_coarse:.3e} hartree")
print(f"K+E-TS, step {DT / 2:.0f} a.u.: {dev_fine:.3e} hartree"
      f" = {dev_fine * to_meV:.4f} meV")
print(f"ratio of these two = {dev_coarse / dev_fine:.3f}")
print(f"K+E, step {DT:.0f} a.u.: {dev_E_coarse:.6f} hartree")
print(f"K+E, step {DT / 2:.0f} a.u.: {dev_E_fine:.6f} hartree"
      f" = {dev_E_fine * to_meV:.1f} meV")
print("OK")
```

Running it gives:

```
ring 12.0 bohr, softening 1.0 bohr, grid 41 points
ions 4, electrons 4, ion mass 4000 m_e
local attraction strength c = 0.20 (atomic units)
kT = 0.030 hartree, T = 9473 K
start positions (bohr): [0.35 2.75 6.2  8.7 ]
level 1: eps = -0.19074 hartree, f = 0.99068
level 2: eps = -0.08491 hartree, f = 0.75743
level 3: eps = -0.01810 hartree, f = 0.25189
level 4: eps = 0.30588 hartree, f = 0.00001
level 5: eps = 0.42552 hartree, f = 0.00000
mu = -0.05075 hartree
E = -2.032214 hartree
TS = 0.070282 hartree
A = E - TS = -2.102496 hartree
columns: ion, F, -dA/dR, -dE/dR, T dS/dR (hartree/bohr)
1 0.026820 0.026820 0.053377 -0.026557
2 -0.025589 -0.025589 -0.051987 0.026399
3 0.027507 0.027507 0.054388 -0.026880
4 -0.028739 -0.028739 -0.055778 0.027039
max |F + dA/dR| = 8.2e-12 hartree/bohr
max |F + dE/dR| = 0.027039 hartree/bohr
same, frozen occupations = 8.1e-12 hartree/bohr
max |g sum eps df/dR - T dS/dR| = 7.4e-13 hartree/bohr
S/k = 2.34274, -dA/d(kT) = 2.34274 (no unit)
trial variation: slope of A = 9.2e-08 hartree
trial variation: slope of E = 0.03946 hartree
bare electrons, fixed grid: force error 1.9e-11 hartree/bohr
bare electrons, moving basis: force error 0.02376 hartree/bohr
run length 2400 a.u. = 58.1 fs
fine run, step 8 a.u.; columns in hartree after t:
t (a.u.), K, E, TS, K+E, K+E-TS
0 0.000000 -2.032214 0.070282 -2.032214 -2.102496
400 0.018856 -2.102288 0.019080 -2.083432 -2.102512
800 0.013427 -2.059102 0.056821 -2.045675 -2.102496
1200 0.018694 -2.070139 0.051054 -2.051445 -2.102499
1600 0.026578 -2.105993 0.023105 -2.079415 -2.102520
2000 0.000687 -2.033023 0.070160 -2.032336 -2.102496
2400 0.013598 -2.098060 0.018042 -2.084462 -2.102504
largest departures from the initial value:
K+E-TS, step 16 a.u.: 9.851e-05 hartree
K+E-TS, step 8 a.u.: 2.461e-05 hartree = 0.6698 meV
ratio of these two = 4.002
K+E, step 16 a.u.: 0.055363 hartree
K+E, step 8 a.u.: 0.055401 hartree = 1507.5 meV
OK
```
